# Anharmonic constants and vibrational bands of an asymmetric top: verification in Python

```python
"""
Second-order vibrational perturbation theory (VPT2) of an asymmetric top, J = 0.

Result under test: the order-lambda^2 vibrational energy of
  H = sum w_r (p_r^2 + q_r^2)/2 + lambda * sum phi_rst q_r q_s q_t / 6
      + lambda^2 * (sum phi_rstu q_r q_s q_t q_u / 24 + sum_alpha B_alpha pi_alpha^2)
is const + sum_{r<=s} x_rs (v_r+1/2)(v_s+1/2), with x_rs given by
anharmonic_constants() below.
Symbols: w harmonic wavenumbers, phi force constants in dimensionless normal
coordinates q, B rotational constants (all cm^-1), zeta Coriolis constants,
pi_alpha = sum zeta^alpha_rs sqrt(w_s/w_r) q_r p_s vibrational angular momentum.
The formulas are compared with numerical diagonalization of H at small lambda.
The worked example is water at the RHF/cc-pVDZ level.
"""
from itertools import permutations, product
import numpy as np
from scipy import sparse, constants
from scipy.optimize import root
from pyscf import gto, scf

PAIRS = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]


def anharmonic_constants(w, cubic, quartic, zeta, rot):
    """Return x_rs split into quartic, cubic and Coriolis parts, shape (3, 3, 3)."""
    parts = np.zeros((3, 3, 3))
    for r in range(3):
        parts[0, r, r] = quartic[r, r, r, r] / 16
        for s in range(3):
            parts[1, r, r] -= (cubic[r, r, s]**2 * (8*w[r]**2 - 3*w[s]**2)
                               / (16 * w[s] * (4*w[r]**2 - w[s]**2)))
            if s == r:
                continue
            parts[0, r, s] = quartic[r, r, s, s] / 4
            for t in range(3):
                den = ((w[t]**2 - (w[r] - w[s])**2)
                       * (w[t]**2 - (w[r] + w[s])**2))
                parts[1, r, s] -= cubic[r, r, t] * cubic[s, s, t] / (4*w[t])
                parts[1, r, s] -= (cubic[r, s, t]**2 * w[t]
                                   * (w[t]**2 - w[r]**2 - w[s]**2) / (2*den))
            parts[2, r, s] = (np.sum(rot * zeta[:, r, s]**2)
                              * (w[r]/w[s] + w[s]/w[r]))
    return parts


def anharmonic_energy(v, x):
    a = np.array(v) + 0.5
    return sum(x[r, s] * a[r] * a[s] for r, s in PAIRS)


def build_hamiltonian(w, cubic, quartic, zeta, rot, max_quanta=9, dim=12):
    """Matrices of the three orders of H in the harmonic-oscillator basis."""
    lower = sparse.diags([np.sqrt(np.arange(1, dim))], [1], format="csr")
    q1 = (lower + lower.T) / np.sqrt(2)
    d1 = (lower - lower.T) / np.sqrt(2)      # d/dq, so that p = -i d/dq
    one = sparse.identity(dim, format="csr")

    def embed(op, mode):
        f = [op if m == mode else one for m in range(3)]
        return sparse.kron(sparse.kron(f[0], f[1]), f[2], format="csr")

    q = [embed(q1, m) for m in range(3)]
    d = [embed(d1, m) for m in range(3)]
    qq = [[q[r] @ q[s] for s in range(3)] for r in range(3)]
    size = dim**3
    first = sparse.csr_matrix((size, size))
    second = sparse.csr_matrix((size, size))
    for r, s, t in product(range(3), repeat=3):
        first = first + cubic[r, s, t] / 6 * (qq[r][s] @ q[t])
        for u in range(3):
            second = second + quartic[r, s, t, u] / 24 * (qq[r][s] @ qq[t][u])
    for alpha in range(3):
        ang = sparse.csr_matrix((size, size))
        for r, s in product(range(3), repeat=2):
            ang = ang + zeta[alpha, r, s] * np.sqrt(w[s]/w[r]) * (q[r] @ d[s])
        second = second - rot[alpha] * (ang @ ang)
    labels = list(product(range(dim), repeat=3))
    keep = [i for i, v in enumerate(labels) if sum(v) <= max_quanta]
    states = [labels[i] for i in keep]
    e0 = np.array([np.dot(w, np.array(v) + 0.5) for v in states])
    cut = [m.tocsr()[keep][:, keep].toarray() for m in (first, second)]
    return states, e0, cut[0], cut[1]


def diagonalize(ham, lam):
    _, e0, first, second = ham
    return np.linalg.eigh(np.diag(e0) + lam*first + lam**2*second)


def second_order_numeric(ham, wanted):
    """lambda^2 coefficient of each level, from diagonalization at two lambdas."""
    states, e0 = ham[0], ham[1]
    idx = [states.index(v) for v in wanted]
    coef = []
    for lam in (0.02, 0.01):
        e, c = diagonalize(ham, lam)
        coef.append(np.array([(e[np.argmax(c[i]**2)] - e0[i]) / lam**2
                              for i in idx]))
    return dict(zip(wanted, (4*coef[1] - coef[0]) / 3))


GROUND = (0, 0, 0)
TEST_STATES = [GROUND, (1, 0, 0), (0, 1, 0), (0, 0, 1), (2, 0, 0), (0, 2, 0),
               (0, 0, 2), (1, 1, 0), (1, 0, 1), (0, 1, 1),
               (2, 1, 0), (1, 1, 1), (0, 3, 0)]


def largest_level_error(ham, x):
    num = second_order_numeric(ham, TEST_STATES)
    return max(abs(num[v] - num[GROUND]
                   - anharmonic_energy(v, x) + anharmonic_energy(GROUND, x))
               for v in TEST_STATES)


# ---- generic model in which every cubic, quartic and zeta constant is non-zero
rng = np.random.default_rng(7)


def random_symmetric(rank, scale):
    t = rng.uniform(-scale, scale, (3,)*rank)
    perms = list(permutations(range(rank)))
    return sum(np.transpose(t, p) for p in perms) / len(perms)


w_m = np.array([1000.0, 1430.0, 1740.0])
cub_m, qua_m = random_symmetric(3, 200.0), random_symmetric(4, 150.0)
z_m = rng.uniform(-0.8, 0.8, (3, 3, 3))
z_m = (z_m - np.transpose(z_m, (0, 2, 1))) / 2
rot_m = np.array([12.0, 8.0, 5.0])
model_errors = []
for use_c, use_q, use_z in ((1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 1)):
    args = (w_m, use_c*cub_m, use_q*qua_m, z_m, use_z*rot_m)
    ham_m = build_hamiltonian(*args)
    x_m = anharmonic_constants(*args).sum(axis=0)
    model_errors.append(largest_level_error(ham_m, x_m))
assert max(model_errors) < 1e-4, model_errors

# the remainder beyond second order must scale as lambda^4
remainder = []
for lam in (0.1, 0.05):
    e, c = diagonalize(ham_m, lam)
    i, g = ham_m[0].index((1, 1, 0)), ham_m[0].index(GROUND)
    gap = e[np.argmax(c[i]**2)] - e[np.argmax(c[g]**2)]
    remainder.append(gap - (ham_m[1][i] - ham_m[1][g]) - lam**2 * (
        anharmonic_energy((1, 1, 0), x_m) - anharmonic_energy(GROUND, x_m)))
remainder_ratio = remainder[0] / remainder[1]
assert 14 < remainder_ratio < 18, remainder_ratio

# ---- water: geometry, Hessians and force field at RHF/cc-pVDZ
pc = constants.physical_constants
TO_CM = pc["hartree-inverse meter relationship"][0] / 100
BOHR = pc["Bohr radius"][0] * 1e10
AMU = pc["atomic mass constant"][0] / constants.m_e
mass_u = np.array([15.99491462, 1.00782503, 1.00782503])
mass = mass_u * AMU


def run_scf(xyz):
    mol = gto.M(atom=list(zip("OHH", xyz.tolist())), unit="Bohr",
                basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    return mf


def place(p):
    return np.array([[0, 0, 0], [0, p[0], p[1]], [0, -p[0], p[1]]], float)


def force_residual(p):
    return run_scf(place(p)).nuc_grad_method().kernel()[1, 1:]


def hessian(xyz):
    h = run_scf(xyz).Hessian().kernel()
    return h.transpose(0, 2, 1, 3).reshape(9, 9)


opt = root(force_residual, [1.42, 1.11], tol=1e-9, options={"eps": 1e-6})
assert np.max(np.abs(force_residual(opt.x))) < 1e-6
geom = place(opt.x)
bond = np.hypot(*opt.x) * BOHR
angle = 2 * np.degrees(np.arctan2(opt.x[0], opt.x[1]))

root_m = np.sqrt(np.repeat(mass, 3))
hess0 = hessian(geom)
eigval, eigvec = np.linalg.eigh(hess0 / np.outer(root_m, root_m))
assert np.max(np.sqrt(np.abs(eigval[:6]))) * TO_CM < 10
order = [7, 6, 8]                  # symmetric stretch, bend, antisymmetric stretch
w_au, modes = np.sqrt(eigval[order]), eigvec[:, order]
w = w_au * TO_CM
step_vectors = modes / root_m[:, None] / np.sqrt(w_au)   # dx/dq in bohr


def hessian_in_q(xyz_hessian):
    return step_vectors.T @ xyz_hessian @ step_vectors * TO_CM


STEP = 0.1
h0 = hessian_in_q(hess0)
raw3, raw4 = np.zeros((3, 3, 3)), np.zeros((3, 3, 3))
for r in range(3):
    shift = STEP * step_vectors[:, r].reshape(3, 3)
    hp, hm = hessian_in_q(hessian(geom + shift)), hessian_in_q(hessian(geom - shift))
    raw3[r] = (hp - hm) / (2*STEP)
    raw4[r] = (hp + hm - 2*h0) / STEP**2

cubic, quartic = np.zeros((3,)*3), np.zeros((3,)*4)
spread = forbidden = 0.0
for rank, target in ((3, cubic), (4, quartic)):
    for idx in product(range(3), repeat=rank):
        if rank == 3:
            est = [raw3[p] for p in permutations(idx)]
        else:
            est = [raw4[p[0], p[2], p[3]] for p in permutations(idx)
                   if p[0] == p[1]]
        spread = max(spread, max(est) - min(est))
        if idx.count(2) % 2:       # odd in the antisymmetric stretch
            forbidden = max(forbidden, abs(np.mean(est)))
        else:
            target[idx] = np.mean(est)
# finite steps leave errors of order STEP^2 times fifth and sixth derivatives
assert spread < 3.0, spread
assert forbidden < 0.5, forbidden

centred = geom - mass @ geom / mass.sum()
inertia = sum(m * (np.dot(x, x)*np.eye(3) - np.outer(x, x))
              for m, x in zip(mass, centred))
assert np.max(np.abs(inertia - np.diag(np.diag(inertia)))) < 1e-6 * inertia[0, 0]
rot = TO_CM / (2*np.diag(inertia))
l = modes.reshape(3, 3, 3)         # atom, Cartesian axis, mode
zeta = np.zeros((3, 3, 3))
for r, s in product(range(3), repeat=2):
    zeta[:, r, s] = np.cross(l[:, :, r], l[:, :, s]).sum(axis=0)
zeta_sum = zeta[0, 0, 2]**2 + zeta[0, 1, 2]**2
assert abs(zeta_sum - 1) < 1e-5

# angular momentum from Cartesian displacements against the zeta expression
q_t, p_t = rng.normal(size=3), rng.normal(size=3)
disp = (step_vectors @ q_t).reshape(3, 3)
mom = (root_m * (modes @ (np.sqrt(w_au) * p_t))).reshape(3, 3)
ang_cart = np.cross(disp, mom).sum(axis=0)
ang_zeta = np.einsum("ars,r,s->a", zeta, q_t/np.sqrt(w_au), p_t*np.sqrt(w_au))
assert np.max(np.abs(ang_cart - ang_zeta)) < 1e-10

# ---- x constants and band origins of water
parts = anharmonic_constants(w, cubic, quartic, zeta, rot)
x = parts.sum(axis=0)
ham = build_hamiltonian(w, cubic, quartic, zeta, rot)
water_error = largest_level_error(ham, x)
assert water_error < 1e-3, water_error

nu = np.array([w[r] + 2*x[r, r] + 0.5*sum(x[r, s] for s in range(3) if s != r)
               for r in range(3)])
bands = {}
for r, s in PAIRS:
    bands[r, s] = nu[r] + nu[s] + (2 if r == s else 1) * x[r, s]
numeric = second_order_numeric(ham, TEST_STATES)
unit = np.eye(3, dtype=int)
for r in range(3):
    v = tuple(int(k) for k in unit[r])
    assert abs(w[r] + numeric[v] - numeric[GROUND] - nu[r]) < 1e-3
for r, s in PAIRS:
    v = tuple(int(k) for k in unit[r] + unit[s])
    assert abs(w[r] + w[s] + numeric[v] - numeric[GROUND] - bands[r, s]) < 1e-3


# ---- second-order coupling of the two stretching overtones
def effective_coupling(h, va, vb):
    states, e0, first, second = h
    a, b = states.index(va), states.index(vb)
    prod = first[a] * first[b]
    k = np.abs(prod) > 1e-9
    return second[a, b] + 0.5*np.sum(prod[k] * (1/(e0[a]-e0[k]) + 1/(e0[b]-e0[k])))


# test at exact degeneracy of the stretches, where the coupling acts in full
w_deg = np.array([(w[0]+w[2])/2, w[1], (w[0]+w[2])/2])
ham_d = build_hamiltonian(w_deg, cubic, quartic, zeta, rot)
x_d = anharmonic_constants(w_deg, cubic, quartic, zeta, rot).sum(axis=0)
c_d = effective_coupling(ham_d, (2, 0, 0), (0, 0, 2))
diag_d = [anharmonic_energy(v, x_d) - anharmonic_energy(GROUND, x_d)
          for v in ((2, 0, 0), (0, 0, 2))]
predicted = np.linalg.eigvalsh([[diag_d[0], c_d], [c_d, diag_d[1]]])
pair_coef = []
for lam in (0.02, 0.01):
    e, c = diagonalize(ham_d, lam)
    ia, ib, ig = [ham_d[0].index(v) for v in ((2, 0, 0), (0, 0, 2), GROUND)]
    pair = np.sort(np.argsort(c[ia]**2 + c[ib]**2)[-2:])
    pair_coef.append((e[pair] - e[np.argmax(c[ig]**2)] - 2*w_deg[0]) / lam**2)
found = (4*pair_coef[1] - pair_coef[0]) / 3
pair_error = np.max(np.abs(found - predicted))
assert pair_error < 1e-3, (found, predicted)

coupling = effective_coupling(ham, (2, 0, 0), (0, 0, 2))
mixed, mix_vec = np.linalg.eigh([[bands[0, 0], coupling], [coupling, bands[2, 2]]])

# ---- output
print("Water RHF/cc-pVDZ; modes 1 sym. stretch, 2 bend, 3 antisym. stretch")
print(f"masses O, H (u): {mass_u[0]:.6f} {mass_u[1]:.6f}")
print(f"r(OH) = {bond:.4f} angstrom, angle HOH = {angle:.2f} degrees")
print("B about x (out of plane), y, z (cm^-1):", *[f"{b:.3f}" for b in rot])
print(f"zeta^x_13 = {zeta[0,0,2]:.4f}, zeta^x_23 = {zeta[0,1,2]:.4f}, "
      f"sum of squares = {zeta_sum:.6f}")
print("omega_1, omega_2, omega_3 (cm^-1):", *[f"{f:.1f}" for f in w])
for i in ((0, 0, 0), (0, 0, 1), (0, 1, 1), (1, 1, 1), (0, 2, 2), (1, 2, 2)):
    print("phi_" + "".join(str(k+1) for k in i), f"= {cubic[i]:.1f} cm^-1")
for r, s in PAIRS:
    name = "".join(str(k+1) for k in (r, r, s, s))
    print(f"phi_{name} = {quartic[r, r, s, s]:.1f} cm^-1")
print(f"step in q = {STEP}; largest spread of equivalent constants = "
      f"{spread:.2f} cm^-1")
print(f"2*omega_2 - omega_1 = {2*w[1]-w[0]:.1f} cm^-1")
print("x_rs (cm^-1): quartic part, cubic part, Coriolis part, total")
for r, s in PAIRS:
    print(f"x_{r+1}{s+1}:", *[f"{parts[k, r, s]:.2f}" for k in range(3)],
          f"{x[r, s]:.2f}")
for r in range(3):
    print(f"fundamental nu_{r+1} = {nu[r]:.1f} cm^-1, "
          f"shift from omega = {nu[r]-w[r]:.1f} cm^-1")
for r, s in PAIRS:
    name = f"overtone 2nu_{r+1}" if r == s else f"combination nu_{r+1}+nu_{s+1}"
    print(f"{name} = {bands[r, s]:.1f} cm^-1")
print(f"coupling W of 2nu_1 and 2nu_3 = {coupling:.2f} cm^-1")
print(f"2nu_3 - 2nu_1 before coupling = {bands[2,2]-bands[0,0]:.1f} cm^-1")
print("coupled overtone levels (cm^-1):", *[f"{m:.1f}" for m in mixed])
print(f"weight of 2nu_1 in the lower level = {mix_vec[0,0]**2:.3f}")
print("model, largest level error (cm^-1), cubic/quartic/Coriolis/all:",
      *[f"{m:.1e}" for m in model_errors])
print(f"model, remainder ratio on halving lambda = {remainder_ratio:.2f}")
print(f"water, largest level error = {water_error:.1e} cm^-1")
print(f"degenerate-pair test error = {pair_error:.1e} cm^-1")
print("done: every assertion held")
```

Running it gives:

```
Water RHF/cc-pVDZ; modes 1 sym. stretch, 2 bend, 3 antisym. stretch
masses O, H (u): 15.994915 1.007825
r(OH) = 0.9463 angstrom, angle HOH = 104.61 degrees
B about x (out of plane), y, z (cm^-1): 9.748 28.131 14.916
zeta^x_13 = 0.0023, zeta^x_23 = 1.0000, sum of squares = 1.000000
omega_1, omega_2, omega_3 (cm^-1): 4113.8 1775.8 4212.1
phi_111 = -1848.7 cm^-1
phi_112 = -38.5 cm^-1
phi_122 = 338.6 cm^-1
phi_222 = 311.1 cm^-1
phi_133 = -1854.4 cm^-1
phi_233 = -246.5 cm^-1
phi_1111 = 738.1 cm^-1
phi_2222 = -78.8 cm^-1
phi_3333 = 763.0 cm^-1
phi_1122 = -331.4 cm^-1
phi_1133 = 750.0 cm^-1
phi_2233 = -367.8 cm^-1
step in q = 0.1; largest spread of equivalent constants = 0.50 cm^-1
2*omega_2 - omega_1 = -562.1 cm^-1
x_rs (cm^-1): quartic part, cubic part, Coriolis part, total
x_11: 46.13 -86.64 0.00 -40.51
x_22: -4.93 -16.01 0.00 -20.93
x_33: 47.68 -92.31 0.00 -44.63
x_12: -82.86 63.32 0.00 -19.54
x_13: 187.51 -343.69 0.00 -156.19
x_23: -91.95 47.08 27.23 -17.65
fundamental nu_1 = 3944.9 cm^-1, shift from omega = -168.9 cm^-1
fundamental nu_2 = 1715.4 cm^-1, shift from omega = -60.5 cm^-1
fundamental nu_3 = 4035.9 cm^-1, shift from omega = -176.2 cm^-1
overtone 2nu_1 = 7808.8 cm^-1
overtone 2nu_2 = 3388.8 cm^-1
overtone 2nu_3 = 7982.6 cm^-1
combination nu_1+nu_2 = 5640.7 cm^-1
combination nu_1+nu_3 = 7824.6 cm^-1
combination nu_2+nu_3 = 5733.6 cm^-1
coupling W of 2nu_1 and 2nu_3 = -76.77 cm^-1
2nu_3 - 2nu_1 before coupling = 173.8 cm^-1
coupled overtone levels (cm^-1): 7779.7 8011.6
weight of 2nu_1 in the lower level = 0.875
model, largest level error (cm^-1), cubic/quartic/Coriolis/all: 7.3e-08 1.1e-07 6.1e-08 1.7e-07
model, remainder ratio on halving lambda = 16.02
water, largest level error = 2.3e-06 cm^-1
degenerate-pair test error = 1.7e-06 cm^-1
done: every assertion held
```
